\section*{Lowest massless Dirac mode in a spherical bag for kappa = -1}

\section*{Question}

I am trying to find the lowest positive-energy mode of a massless Dirac particle confined to a sphere of radius $R$, for $\kappa=-1$. I use $\hbar=c=1$ and
\begin{equation}
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_\kappa\\ iQ(r)\,\chi_{-\kappa}\end{pmatrix},\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa},\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.
\label{ansatz}
\end{equation}
Inside the sphere the particle is free, so I expect spherical Bessel functions. At the surface I am stuck. Setting $P(R)=0$ gives $kR=\pi$, but then $Q(R)\neq0$. Demanding that both vanish leaves no solution. Demanding that no current flows through the surface seems to give no condition on $k$ at all. What does the bag boundary condition say about $P$ and $Q$, where does it come from, and what is the lowest $kR$?

\section*{Answer}

The surface condition fixes the ratio $Q/P$, and the nature of the wall decides its value. I keep a mass $m\ge0$ inside until the end, because it shows where your $\pi$ belongs.

\subsection*{The radial equations}

With $H=\boldsymbol\alpha\cdot\mathbf p+\beta m$ in the standard representation, the upper and lower two-spinors $\varphi$ and $\eta$ obey
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+m)\eta,\qquad
\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-m)\varphi .
\label{two}
\end{equation}
Since $\sigma_r^2=1$, and $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\end{equation}
The number $\kappa$ is defined by $(\boldsymbol\sigma\cdot\mathbf L+1)\chi_\kappa=-\kappa\chi_\kappa$. The commutator $[L_i,\hat r_j]=i\epsilon_{ijk}\hat r_k$ and $\hat{\mathbf r}\cdot\mathbf L=0$ give $\boldsymbol\sigma\cdot\mathbf L\,\sigma_r=-\sigma_r\,\boldsymbol\sigma\cdot\mathbf L-2\sigma_r$. Thus $\boldsymbol\sigma\cdot\mathbf L+1$ anticommutes with $\sigma_r$, which is why $\sigma_r$ turns $\kappa$ into $-\kappa$. Now
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_\kappa
&=-i\sigma_r\chi_\kappa\left[\left(\frac Pr\right)'+\frac{\kappa+1}{r}\frac Pr\right]
=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.
\end{align}
The same formula with $\kappa\to-\kappa$ and $P\to iQ$ serves the lower component; there $i\cdot i=-1$. Equations (\ref{two}) become
\begin{equation}
P'+\frac{\kappa}{r}P=(E+m)Q,\qquad Q'-\frac{\kappa}{r}Q=-(E-m)P .
\label{radial}
\end{equation}

\subsection*{Free solution for $\kappa=-1$}

Take $|E|>m$ and $k=\sqrt{E^2-m^2}$. The first equation gives $Q=(P'-P/r)/(E+m)$. Inserting this in the second,
\begin{equation}
Q'+\frac Qr=\frac{1}{E+m}\left(P''-\frac{P'}r+\frac P{r^2}+\frac{P'}r-\frac P{r^2}\right)=\frac{P''}{E+m}=-(E-m)P,
\end{equation}
so $P''=-k^2P$. A $\cos kr$ term in $P$ would make $Q\sim1/r$ and the lower component $\sim1/r^2$ at the origin, which is not square integrable. This leaves, up to normalization,
\begin{align}
P&=\frac{\sin kr}{k}=r\,j_0(kr),\\
Q&=\frac{1}{E+m}\left(\cos kr-\frac{\sin kr}{kr}\right)=-\frac{k}{E+m}\,r\,j_1(kr),
\label{free}
\end{align}
with $j_0(x)=\sin x/x$ and $j_1(x)=\sin x/x^2-\cos x/x$. Where $\sin kR=0$, $\cos kR=\pm1$, so $P$ and $Q$ cannot vanish together at $R$.

\subsection*{Why the current is not enough}

For real $P$ and $Q$ the radial current density is
\begin{equation}
\psi^\dagger\alpha_r\psi=\frac{1}{r^2}\left(iPQ\,\chi_\kappa^\dagger\sigma_r\chi_{-\kappa}-iPQ\,\chi_{-\kappa}^\dagger\sigma_r\chi_\kappa\right)
=\frac{-iPQ\,\chi_\kappa^\dagger\chi_\kappa+iPQ\,\chi_{-\kappa}^\dagger\chi_{-\kappa}}{r^2}=0,
\end{equation}
because $\chi_{-\kappa}^\dagger\chi_{-\kappa}=\chi_\kappa^\dagger\sigma_r^2\chi_\kappa=\chi_\kappa^\dagger\chi_\kappa$. It vanishes at every radius and for every $k$, as you found. In a superposition of two modes of the same $\kappa$, the cross terms are proportional to $P_1Q_2-Q_1P_2$. They vanish at $R$ if all modes share one ratio $Q(R)/P(R)$, but current conservation does not say which ratio.

\subsection*{What the wall adds}

The bag wall is an exterior in which the particle has a large positive mass $M$. There, for $\kappa=-1$ and $|E|<M$, the same elimination gives $P''=\mu^2P$ with $\mu=\sqrt{M^2-E^2}$. The decaying solution is $P=e^{-\mu r}$, and the first of equations (\ref{radial}) gives
\begin{equation}
\frac QP=-\frac{\mu+1/r}{E+M}\;\longrightarrow\;-1\qquad(M\to\infty).
\label{outside}
\end{equation}
For finite $M$ the coefficients in (\ref{radial}) have only a finite jump at $R$, so $P$ and $Q$ are continuous there. The interior solution must therefore satisfy, in the limit,
\begin{equation}
Q(R)=-P(R).
\label{bag}
\end{equation}

The same limit holds for every $\kappa$: outside, the terms $\kappa/r$ in (\ref{radial}) are negligible beside $M$, leaving $P'\simeq(E+M)Q$ and $Q'\simeq(M-E)P$, whose decaying solution has $Q/P\simeq-\mu/(E+M)\to-1$. In covariant form the condition reads $-i\gamma_r\psi=\psi$. With $\gamma_r=\beta\alpha_r$,
\begin{equation}
-i\gamma_r\psi=\frac{-i}{r}\begin{pmatrix}iQ\,\sigma_r\chi_{-\kappa}\\-P\,\sigma_r\chi_\kappa\end{pmatrix}
=\frac1r\begin{pmatrix}-Q\,\chi_\kappa\\-iP\,\chi_{-\kappa}\end{pmatrix},
\end{equation}
which equals $\psi$ when $Q=-P$. The density $\psi^\dagger\psi\propto P^2+Q^2$ stays finite at the surface, while the scalar density $\bar\psi\psi\propto P^2-Q^2$ vanishes there.

\subsection*{The eigenvalue}

Put $x=kR$. Equations (\ref{free}) and (\ref{bag}) give $j_0(x)=\frac{k}{E+m}j_1(x)$. Multiplying by $x^2(E+m)/k$ and using $x(E+m)/k=(E+m)R$,
\begin{equation}
\left[(E+m)R-1\right]\sin x+x\cos x=0,\qquad \tan x=\frac{x}{1-(E+m)R}.
\label{massive}
\end{equation}
For $m=0$ and $E=k>0$ this is $j_0(x)=j_1(x)$, or
\begin{equation}
f(x)\equiv x\sin x+x\cos x-\sin x=0,\qquad \tan x=\frac{x}{1-x}.
\end{equation}

To be sure of the first root, consider two intervals.
\begin{itemize}
\item For $0<x\le\pi/2$, $(\sin x+\cos x)^2=1+\sin2x\ge1$, so $f\ge x-\sin x>0$ and there is no root.
\item For $\pi/2<x<\pi$, $f'(x)=(1-x)\sin x+x\cos x<0$, since both terms are negative. As $f(\pi/2)=\pi/2-1>0$ and $f(\pi)=-\pi<0$, there is one root.
\end{itemize}
Newton's method from $x=2$ starts with
\begin{equation}
x_1=2-\frac{f(2)}{f'(2)}=2+\frac{0.077004}{1.741591}=2.04421,
\end{equation}
and continues with $2.042788$ and $2.042787$. Hence
\begin{equation}
\boxed{kR=ER=2.0428}
\end{equation}
At this point $j_0=j_1=0.4360$. There is no mode at $E=0$ to undercut it: for $m=E=0$ the equations decouple, the regular solution is $P\propto r$, $Q=0$, and (\ref{bag}) then forces $P=0$.

Your value $\pi$ is the heavy-particle limit. When $mR\to\infty$, the bracket in (\ref{massive}) grows without bound, $\sin x$ must tend to zero, and the first root approaches $\pi$ from below. The lower component is then small and the condition reduces to $P(R)=0$. For a massless particle the two components are comparable and that reduction fails.

\subsection*{Keeping track of the sign}

For $m=0$ and $E=-k$, the factor $k/E$ is $-1$ and the condition becomes $j_0=-j_1$. The $\kappa=-1$ negative level nearest zero is $ER=-3.8115$, so the spectrum at fixed $\kappa$ is not symmetric about zero. The symmetry connects different $\kappa$: at $m=0$, exchanging $P$ and $Q$ while reversing the signs of $\kappa$ and $E$ leaves both (\ref{radial}) and (\ref{bag}) unchanged. The lowest positive level for $\kappa=+1$ is accordingly $3.8115$.

Choosing $Q(R)=+P(R)$ instead would also stop the current, but it describes an exterior with large negative mass. It moves the lowest positive $\kappa=-1$ level to $3.8115$. If you get that number, look for a lost sign in $Q$ or in the wall condition.

\subsection*{How hard must the wall be?}

For a massless interior and finite $M$, let $\rho=j_1/j_0$ and $x=ER$. Matching (\ref{free}) to (\ref{outside}) gives
\begin{equation}
\rho(x)=\frac{\mu R+1}{x+MR}=1+\frac{1-x}{MR}+O\!\left(\frac1{(MR)^2}\right),
\end{equation}
since $\mu R=MR+O(1/MR)$. From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ one finds $\rho'=1-2\rho/x+\rho^2$. At the bag root $x_0$, where $\rho=1$, this is $2(x_0-1)/x_0$. Therefore
\begin{equation}
x_M-x_0\simeq\frac{1-x_0}{MR}\,\frac{x_0}{2(x_0-1)}=-\frac{x_0}{2MR}.
\end{equation}
To this order the finite wall acts like a bag of radius $R+1/(2M)$: the particle penetrates the wall a little and its energy drops. Numerical integration with $MR=100$ gives $ER=2.0326$, and the combination $2MR(1-x_M/x_0)$ is $0.9974$, close to the predicted $1$.

\subsection*{Numbers for a model bag}

Take $R=1$ fm. With $\hbar c=197.327$ MeV fm, the massless level is
\begin{equation}
E=2.04279\times\frac{197.327\ \mathrm{MeV\,fm}}{1\ \mathrm{fm}}=403.1\ \mathrm{MeV}.
\end{equation}

The weight of the lower component follows from $t^2j_0^2=\sin^2t$ and
\begin{equation}
t^2j_1^2=\left(\frac{\sin t}{t}-\cos t\right)^2=\cos^2t-\frac{d}{dt}\frac{\sin^2t}{t}.
\end{equation}
Integrating from $0$ to $x_0$,
\begin{align}
I_{\rm up}&=\frac{x_0}2-\frac{\sin2x_0}4=1.2239,\\
I_{\rm low}&=\frac{x_0}2+\frac{\sin2x_0}4-\frac{\sin^2x_0}{x_0}=0.4306,
\end{align}
so the lower component carries $0.4306/1.6545=0.260$ of the norm.

Now give the particle a mass of $100$ MeV, so that $mR=0.5068$ in natural units. The first root of (\ref{massive}) with $E>m$ is $kR=2.2490$, and
\begin{equation}
ER=\sqrt{2.2490^2+0.5068^2}=2.3054,\qquad E=454.9\ \mathrm{MeV}.
\end{equation}
The energy rises by $51.8$ MeV, about half the added mass. The reason is that the mass enters through $\beta m$, while the wall condition does not depend on $m$. To first order the shift is $m\langle\beta\rangle=100\,(1-2\times0.260)\approx48$ MeV; the rest is of higher order in $m$.

These energies belong to one particle in a fixed, static sphere. They include neither the energy of the bag itself nor interactions between particles. The numerical check checks the free spinors against the three-dimensional Dirac operator and recomputes the lowest positive $\kappa=-1$ levels (massless, massive, and with a finite wall of either sign) by integrating (\ref{radial}) numerically, searching near the expected values; the other levels come from the Bessel-function solutions.

\section*{Computed values}
\begin{verbatim}
lowest massless kappa=-1 root kR = 2.042787 (dimensionless)
same root by integrating the radial equations = 2.042787
j0 at root = 0.436005, j1 at root = 0.436005
f(2) = 0.077004, f'(2) = -1.741591
Newton iterate 0: x = 2.00000000
Newton iterate 1: x = 2.04421460
Newton iterate 2: x = 2.04278842
Newton iterate 3: x = 2.04278694
lowest positive massless level, kappa=-1: ER = 2.0428
lowest positive massless level, kappa=+1: ER = 3.8115
lowest positive massless level, kappa=-2: ER = 3.2039
lowest positive massless level, kappa=+2: ER = 5.1231
negative level nearest zero, kappa=-1: ER = -3.8115
kappa=-1 with opposite wall Q=+P: ER = 3.8115
outside MR = 50: ER = 2.022463, 2MR(1-x_M/x0) = 0.9949
outside MR = 100: ER = 2.032599, 2MR(1-x_M/x0) = 0.9974
outside MR = 200: ER = 2.037687, 2MR(1-x_M/x0) = 0.9987
outside MR = 400: ER = 2.040235, 2MR(1-x_M/x0) = 0.9994
outside MR = -400: ER = 3.806781
upper integral = 1.223868, lower integral = 0.430584
sum of integrals = 1.654453
lower-component weight = 0.2603
bag radius R = 1.0 fm
hbar c = 197.3270 MeV fm
massless energy = 403.10 MeV
model mass = 100.0 MeV, mR = 0.50677
massive root kR = 2.24904, ER = 2.30543
massive energy = 454.92 MeV
\end{verbatim}
